# Why LDA Loses the Rydberg Series: Neon as a Worked Case: verification in Python

```python
"""
Result under test: for neutral neon in the LDA, the response continuum starts
at -eps_HOMO, the exponentially decaying potential binds finitely many levels,
and response roots above that edge depend on the basis.

Symbols (hartree atomic units inside the program):
  r, W      radial nodes and quadrature weights;  T = -1/2 d^2/dr^2
  v_lda     Kohn-Sham potential;  v_latter = min(v_lda, -1/r)
  eps       orbital energies;  kappa = sqrt(-2 eps_HOMO)
  ionization  E(Ne+) - E(Ne) with spherical spin-polarized occupations
Radial functions u(r) = r R(r) are expanded in Lagrange polynomials on
Gauss-Lobatto elements.  A box of radius R means u(R) = 0.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigvalsh
from scipy.special import jn_zeros
from pyscf import gto, scf, dft, tdscf, lib
from pyscf.dft import libxc

lib.num_threads(1)
EV = constants.value('Hartree energy in eV')
XC = 'lda,vwn'
Z = 10

# ---------- radial finite-element grid ----------
M = 14
P = np.polynomial.legendre.Legendre.basis(M - 1)
x = np.concatenate(([-1.0], np.sort(np.real(P.deriv().roots())), [1.0]))
w = 2 / (M * (M - 1) * P(x)**2)
gap = x[:, None] - x[None, :] + np.eye(M)
bary = 1 / gap.prod(axis=1)
D = bary[None, :] / bary[:, None] / gap
np.fill_diagonal(D, 0.0)
np.fill_diagonal(D, -D.sum(axis=1))
R_MAX = 1600.0
edges = np.concatenate(([0.0], R_MAX * 2.0**(-np.arange(28, -1, -1) / 2)))
size = (len(edges) - 1) * (M - 1) + 1
r, W, T = np.zeros(size), np.zeros(size), np.zeros((size, size))
for k in range(len(edges) - 1):
    half = (edges[k + 1] - edges[k]) / 2
    s = slice(k * (M - 1), k * (M - 1) + M)
    r[s] = edges[k] + half * (x + 1)
    W[s] += half * w
    T[s, s] += D.T @ (w[:, None] * D) / (2 * half)
T = (T / np.sqrt(np.outer(W, W)))[1:-1, 1:-1]
r, W = r[1:-1], W[1:-1]


def inside(R):
    return int(np.sum(r < R * (1 - 1e-9)))


def levels(v, l, R=R_MAX):
    m = inside(R)
    return eigvalsh(T[:m, :m] + np.diag(l * (l + 1) / (2 * r[:m]**2) + v[:m]))


def count(v, l, R=R_MAX):
    return int(np.sum(levels(v, l, R) < 0))


# ---------- exactly solvable exponential well, range a = 1 ----------
def well_count(depth):
    return count(-depth * np.exp(-r), 0)


well_depth = 20.0
well_levels = well_count(well_depth)
bessel_levels = int(np.sum(jn_zeros(0, 30) < 2 * np.sqrt(2 * well_depth)))
assert well_levels == bessel_levels
critical = jn_zeros(0, 1)[0]**2 / 8
assert well_count(0.98 * critical) == 0 and well_count(1.02 * critical) == 1
for depth in (0.5, 1.02 * critical, 3.0, 8.0, 20.0):
    assert well_count(depth) <= 2 * np.sum(W * r * depth * np.exp(-r))

# ---------- self-consistent radial LDA atom ----------
R_SCF = 25.0
m = inside(R_SCF)
rr, ww, tt = r[:m], W[:m], T[:m, :m]
poisson = np.linalg.inv(2 * tt)


def radial_atom(p_down):
    """Neon with p_down electrons in the spin-down 2p shell."""
    occ = [[np.array([1.0, 1.0]), np.array([3.0])],
           [np.array([1.0, 1.0]), np.array([p_down])]]
    electrons = 7.0 + p_down
    v = np.tile(-Z * np.exp(-rr) / rr, (2, 1))
    for _ in range(300):
        q, band, eps = np.zeros((2, m)), 0.0, {}
        for spin in (0, 1):
            for l in (0, 1):
                n = occ[spin][l]
                h = tt + np.diag(l * (l + 1) / (2 * rr**2) + v[spin])
                e, c = eigh(h, subset_by_index=[0, len(n) - 1])
                q[spin] += (c**2 / ww[:, None]) @ n
                band += e @ n
                eps[spin, l] = e
        total = q.sum(axis=0)
        hartree = poisson @ (total / rr * np.sqrt(ww)) / np.sqrt(ww)
        hartree = hartree / rr + electrons / R_SCF
        exc, vxc = libxc.eval_xc(XC, q / (4 * np.pi * rr**2),
                                 spin=1, deriv=1)[:2]
        new = -Z / rr + hartree + np.reshape(vxc[0], (-1, 2)).T
        energy = (band - np.sum(ww * q * v)
                  + np.sum(ww * total * (-Z / rr + hartree / 2
                                         + np.ravel(exc))))
        if np.sum(ww * total * np.abs(new - v).max(axis=0)) < 1e-7:
            return energy, eps, new, total / (4 * np.pi * rr**2)
        v = v + 0.4 * (new - v)
    raise RuntimeError('radial SCF not converged')


E_atom, eps_atom, v_atom, density = radial_atom(3.0)
_, eps_half, _, _ = radial_atom(2.5)
E_ion, eps_ion, _, _ = radial_atom(2.0)
eps_homo = eps_atom[1, 1][0]
ionization = E_ion - E_atom
# the total-energy difference must equal the integral of -eps over occupation
eps_integral = -(eps_homo + 4 * eps_half[1, 1][0] + eps_ion[1, 1][0]) / 6
assert abs(eps_integral - ionization) < 5e-3
assert -eps_homo < -eps_half[1, 1][0] < -eps_ion[1, 1][0]

# ---------- exponential tail of potential and of the kernel coupling ----------
kappa = np.sqrt(-2 * eps_homo)
far = (rr > 7) & (rr < 11)
decay = -np.polyfit(rr[far], np.log(-v_atom[0][far] * rr[far]**(2 / 3)), 1)[0]
# 10 percent: correlation/exchange ratio and 2p prefactor still vary slowly here
assert abs(decay / (2 * kappa / 3) - 1) < 0.10
fxc = np.ravel(libxc.eval_xc(XC, density[far], spin=0, deriv=2)[2][0])
power = np.polyfit(np.log(density[far]),
                   np.log(np.abs(fxc) * density[far]), 1)[0]
assert abs(power - 1 / 3) < 0.05

# ---------- number of bound levels ----------
v_lda = np.zeros_like(r)
v_lda[:m] = v_atom[0]
v_latter = np.minimum(v_lda, -1 / r)
strength_integral = 2 * np.sum(W * r * np.maximum(-v_lda, 0))
bound = [count(v_lda, l) for l in range(10)]
for l in range(10):
    assert bound[l] <= strength_integral / (2 * l + 1)
first_empty_l = next(l for l in range(100)
                     if strength_integral / (2 * l + 1) < 1)

rv = CubicSpline(np.concatenate(([0.0], rr)),
                 np.concatenate(([-float(Z)], rr * v_atom[0])))


def zero_energy_nodes(l):
    def rhs(t, y):
        pot = rv(t) / t if t < rr[-1] else 0.0
        return [y[1], (l * (l + 1) / t**2 + 2 * pot) * y[0]]
    start = 1e-3
    sol = solve_ivp(rhs, (start, R_MAX),
                    [1.0, (l + 1) / start - Z / (l + 1)],
                    rtol=1e-8, atol=1e-10)
    assert sol.success
    return int(np.sum(sol.y[0][1:] * sol.y[0][:-1] < 0))


for l in range(3):
    assert zero_energy_nodes(l) == bound[l]

boxes = (100.0, 400.0, 1600.0)
lda_counts = [count(v_lda, 0, R) for R in boxes]
latter_counts = [count(v_latter, 0, R) for R in boxes]
assert lda_counts[1] == lda_counts[2]
for k in (0, 1):
    growth = (np.sqrt(8 * boxes[k + 1]) - np.sqrt(8 * boxes[k])) / np.pi
    # whole-number counts can differ from the smooth law by one
    assert abs(latter_counts[k + 1] - latter_counts[k] - growth) < 1.1
third_s = levels(v_lda, 0)[2]
latter_3s, latter_2p = levels(v_latter, 0)[2], levels(v_latter, 1)[0]
assert latter_3s < 0


# ---------- response calculations in Gaussian bases ----------
def allowed_singlets(mf):
    """Dipole-allowed singlet energies, one per degenerate triple, and the
    oscillator strength of the whole triple."""
    a, b = tdscf.rhf.get_ab(mf)
    nocc, nvir = a.shape[:2]
    dim = nocc * nvir
    a, b = a.reshape(dim, dim), b.reshape(dim, dim)
    diff, vec = eigh(a - b)
    assert diff[0] > 0
    root = (vec * np.sqrt(diff)) @ vec.T
    omega2, F = eigh(root @ (a + b) @ root)
    assert omega2[0] > 0
    C = mf.mo_coeff
    dip = np.einsum('xmn,mi,na->xia', mf.mol.intor('int1e_r'),
                    C[:, :nocc], C[:, nocc:]).reshape(3, dim)
    f = 4 / 3 * np.sum((dip @ root @ F)**2, axis=0)
    keep = f > 1e-10
    return np.sqrt(omega2[keep])[::3], 3 * f[keep][::3]


added = (0, 2, 4, 6)
rows = []
for n_add in added:
    exponents = [0.04 / 3**k for k in range(n_add)]
    basis = gto.basis.load('aug-cc-pvtz', 'Ne')
    basis = basis + [[0, [z, 1.0]] for z in exponents]
    mol = gto.M(atom='Ne 0 0 0', basis={'Ne': basis}, verbose=0)
    ks = dft.RKS(mol)
    ks.xc = XC
    hf = scf.RHF(mol)
    row = {}
    for name, mf in (('lda', ks), ('hf', hf)):
        mf.conv_tol = 1e-10
        mf.kernel()
        assert mf.converged
        omega, f = allowed_singlets(mf)
        row[name] = (-mf.mo_energy[4], omega, f)
    rows.append(row)

# Gaussian and radial calculations agree within the error of the finite basis
assert abs(rows[-1]['lda'][0] + eps_homo) < 3e-3

lowest = [row['lda'][1][0] for row in rows]
assert all(b < a for a, b in zip(lowest, lowest[1:]))
first = max(0, bound[0] - 2)      # skip an unoccupied bound s level, if any
edge, omega, f = rows[-1]['lda']
assert abs(omega[first] - edge) * EV < 0.05
assert f[first] < 0.3 * rows[1]['lda'][2][first]
window = [int(np.sum((row['lda'][1] > row['lda'][0])
                     & (row['lda'][1] < ionization))) for row in rows]
assert window[-1] > window[1]

below = {name: [int(np.sum(row[name][1] < row[name][0])) for row in rows]
         for name in ('lda', 'hf')}
assert below['hf'][-1] > below['hf'][1]
for k in (0, 1):
    assert abs(rows[3]['hf'][1][k] - rows[2]['hf'][1][k]) * EV < 0.01
assert abs(rows[3]['hf'][2][0] / rows[2]['hf'][2][0] - 1) < 0.01

# ---------- output ----------
print(f'exponential well, V0 = {well_depth:.0f} hartree, a = 1 bohr:')
print(f'  s levels by diagonalization {well_levels}, by Bessel zeros '
      f'{bessel_levels}')
print(f'  critical depth for first level: {critical:.4f} hartree')
print('neon, radial LDA (Slater exchange, VWN correlation):')
print(f'  -eps_HOMO = {-eps_homo:.5f} hartree = {-eps_homo * EV:.3f} eV')
print(f'  -eps_2p, half electron removed: {-eps_half[1, 1][0] * EV:.3f} eV')
print(f'  -eps_2p, one electron removed: {-eps_ion[1, 1][0] * EV:.3f} eV')
print(f'  ionization energy E(Ne+)-E(Ne): {ionization * EV:.3f} eV')
print(f'  same from integral of -eps_2p: {eps_integral * EV:.3f} eV')
print(f'  window I + eps_HOMO: {(ionization + eps_homo) * EV:.3f} eV')
print(f'  kappa = {kappa:.4f} 1/bohr, 2 kappa/3 = {2 * kappa / 3:.4f} 1/bohr')
print(f'  fitted decay rate, 7 to 11 bohr: {decay:.4f} 1/bohr')
print(f'  n*f_xc varies as n to the power {power:.4f}')
i10 = int(np.argmin(np.abs(rr - 10)))
print(f'  at r = {rr[i10]:.3f} bohr: v_LDA = {v_atom[0][i10] * EV:.5f} eV, '
      f'-1/r = {-EV / rr[i10]:.5f} eV')
print(f'  2*integral of r|v| dr = {strength_integral:.3f} (no unit)')
print(f'  trace bound for s, p, d: {strength_integral:.2f}, '
      f'{strength_integral / 3:.2f}, {strength_integral / 5:.2f}')
print(f'  bound radial levels for s, p, d: {bound[0]}, {bound[1]}, {bound[2]}')
print(f'  trace bound excludes levels from l = {first_empty_l} on')
print(f'  third s level, 1600 bohr box: {third_s * EV:.3e} eV')
print('s levels below zero in boxes of 100, 400, 1600 bohr:')
print(f'  LDA potential: {lda_counts}')
print(f'  with Latter tail: {latter_counts}')
print(f'  Latter tail: eps_2p = {latter_2p * EV:.3f} eV, '
      f'eps_3s = {latter_3s * EV:.3f} eV')
print(f'  Latter tail: 3s-2p gap = {(latter_3s - latter_2p) * EV:.3f} eV')
print('response, aug-cc-pVTZ plus N diffuse s functions (exponents in bohr^-2):')
for name, title in (('lda', 'LDA'), ('hf', 'TDHF')):
    for n_add, row, n_win, n_below in zip(added, rows, window, below[name]):
        edge, omega, f = row[name]
        print(f'{title} N={n_add}: edge {edge * EV:.3f} eV, lowest root '
              f'{omega[0] * EV:.3f} eV, f = {f[0]:.3e}')
        tail = f', between edge and I: {n_win}' if name == 'lda' else ''
        print(f'  roots below edge: {n_below}{tail}')
print(f'smallest added exponent for N=2, 4, 6: {0.04 / 3:.2e}, '
      f'{0.04 / 3**3:.2e}, {0.04 / 3**5:.2e} bohr^-2')
print('LDA roots 1-4, N=6 (eV): '
      + ', '.join(f'{e * EV:.3f}' for e in rows[-1]['lda'][1][:4]))
print('TDHF roots 1-4, N=6 (eV): '
      + ', '.join(f'{e * EV:.3f}' for e in rows[-1]['hf'][1][:4]))
print('all good')
```

Running it gives:

```
exponential well, V0 = 20 hartree, a = 1 bohr:
  s levels by diagonalization 4, by Bessel zeros 4
  critical depth for first level: 0.7229 hartree
neon, radial LDA (Slater exchange, VWN correlation):
  -eps_HOMO = 0.49803 hartree = 13.552 eV
  -eps_2p, half electron removed: 22.045 eV
  -eps_2p, one electron removed: 31.394 eV
  ionization energy E(Ne+)-E(Ne): 22.187 eV
  same from integral of -eps_2p: 22.188 eV
  window I + eps_HOMO: 8.635 eV
  kappa = 0.9980 1/bohr, 2 kappa/3 = 0.6654 1/bohr
  fitted decay rate, 7 to 11 bohr: 0.6529 1/bohr
  n*f_xc varies as n to the power 0.3205
  at r = 10.042 bohr: v_LDA = -0.01861 eV, -1/r = -2.70975 eV
  2*integral of r|v| dr = 13.136 (no unit)
  trace bound for s, p, d: 13.14, 4.38, 2.63
  bound radial levels for s, p, d: 3, 1, 0
  trace bound excludes levels from l = 7 on
  third s level, 1600 bohr box: -6.591e-02 eV
s levels below zero in boxes of 100, 400, 1600 bohr:
  LDA potential: [3, 3, 3]
  with Latter tail: [9, 18, 36]
  Latter tail: eps_2p = -14.232 eV, eps_3s = -4.396 eV
  Latter tail: 3s-2p gap = 9.836 eV
response, aug-cc-pVTZ plus N diffuse s functions (exponents in bohr^-2):
LDA N=0: edge 13.575 eV, lowest root 16.657 eV, f = 2.937e-01
  roots below edge: 0, between edge and I: 1
LDA N=2: edge 13.574 eV, lowest root 13.561 eV, f = 6.825e-02
  roots below edge: 1, between edge and I: 1
LDA N=4: edge 13.574 eV, lowest root 13.499 eV, f = 4.526e-02
  roots below edge: 1, between edge and I: 3
LDA N=6: edge 13.574 eV, lowest root 13.498 eV, f = 4.504e-02
  roots below edge: 1, between edge and I: 5
TDHF N=0: edge 23.163 eV, lowest root 20.081 eV, f = 3.077e-01
  roots below edge: 1
TDHF N=2: edge 23.161 eV, lowest root 18.365 eV, f = 1.572e-01
  roots below edge: 2
TDHF N=4: edge 23.161 eV, lowest root 18.365 eV, f = 1.571e-01
  roots below edge: 4
TDHF N=6: edge 23.161 eV, lowest root 18.365 eV, f = 1.571e-01
  roots below edge: 6
smallest added exponent for N=2, 4, 6: 1.33e-02, 1.48e-03, 1.65e-04 bohr^-2
LDA roots 1-4, N=6 (eV): 13.498, 13.581, 13.617, 13.747
TDHF roots 1-4, N=6 (eV): 18.365, 21.298, 22.187, 22.583
all good
```
